\section*{Cyclic Passivation and Etching: When the Floor Clears and the Wall Survives}

\section{What scaling fixes in advance}

A long trench in silicon is first coated with fluorocarbon polymer for a time $t_d$ and then exposed to an etching plasma for a time $t_e$, and the pair of steps is repeated. At a given surface point the film grows at a rate $D$ in the first step and is removed at a rate $L$ in the second. Both are lengths per time, taken to be independent of film thickness and constant within their steps.

Multiply $t_d$ and $t_e$ by a common factor. Every film thickness is multiplied by that factor, and a film that vanished before the end of the etch step still does so. Clearing and survival can therefore depend on the times only through
\begin{equation}
\rho=\frac{t_e}{t_d}.
\end{equation}
Multiplying all rates by a common factor changes nothing either, so $\rho$ can be compared only with ratios of rates. The trench, of width $w$ and depth $h$, enters through its aspect ratio $A=h/w$, provided the films are thin compared with $w$ and with the width of the ion shadow at the foot of the wall, which is found below. Clearing the floor asks for a large $\rho$ and keeping the wall covered for a small one. The answer is therefore a window for $\rho$, with edges set by rate ratios, by $A$ and by the spread of ion directions.

\section{One surface point over many cycles}

Let $p_n$ be the film thickness at the end of the $n$th etch step, with $p_0=0$ for freshly exposed silicon. Deposition adds $Dt_d$, etching removes up to $Lt_e$, and a thickness cannot be negative:
\begin{equation}
p_{n+1}=\max\left(0,\;p_n+Dt_d-Lt_e\right).
\label{map}
\end{equation}

If $Dt_d<Lt_e$, a film that starts from zero is gone after
\begin{equation}
t_{\rm clear}=\frac{Dt_d}{L}<t_e ,
\label{clear}
\end{equation}
so $p_1=0$. The next cycle starts from the same state, and by induction the point clears in every cycle.

If $Dt_d>Lt_e$, then $p_1=Dt_d-Lt_e>0$, and repeated use of (\ref{map}) gives
\begin{equation}
p_n=n\,(Dt_d-Lt_e).
\label{grow}
\end{equation}
The point never clears. On the wall this is survival; on the floor it means that etching stops. In the borderline case of equality the film vanishes just as the step ends, which counts as neither.

With subscripts $f$ for floor and $w$ for wall, the two demands are $D_ft_d<L_ft_e$ and $D_wt_d>L_wt_e$, or
\begin{equation}
\frac{D_f}{L_f}<\rho<\frac{D_w}{L_w}.
\label{local}
\end{equation}
This must hold for the floor point that clears last and the wall point that loses film fastest. Survival refers to wall that has already been coated. Silicon laid bare in the current etch step has no film yet, and its sideways etching produces the scallops of the finished wall.

\section{Removal rates and the spread of ion directions}

Fluorine removes polymer at a rate $k_c$ on every surface, and ions add a directional part. Let $k_i$ be the ion-driven removal rate on a horizontal surface that receives the full ion flux, and let $\Phi$ be the local ion flux relative to the flux through the trench opening. Then
\begin{equation}
L_f=k_c+k_i\Phi_f,\qquad L_w=k_c+y\,k_i\Phi_w ,
\label{loss}
\end{equation}
where $y$ is the polymer yield of an ion grazing the wall divided by that of an ion striking the floor. Neutral fluxes are taken as uniform in the trench, gas switching as instantaneous, and ions that meet a wall as lost. Ion removal during deposition is neglected.

An ion enters the sheath with the vertical energy $\tfrac12kT_e$ required by the Bohm criterion and gains $eV_s$ without collisions. Its sideways velocity stays thermal:
\begin{equation}
\tfrac12Mv_z^2=eV_s+\tfrac12kT_e,\qquad \langle v_x^2\rangle=\frac{kT_i}{M}.
\end{equation}
The slope $u=v_x/v_z$ is therefore Gaussian with variance
\begin{equation}
\sigma^2=\frac{kT_i}{2eV_s+kT_e},\qquad
g(u)=\frac{e^{-u^2/2\sigma^2}}{\sigma\sqrt{2\pi}} .
\end{equation}
The ion mass has cancelled.

\section{Ion flux on the floor}

An ion that crosses the opening at $x_0$, with $0<x_0<w$, lands at $x=x_0+uh$. For fixed $u$ this is a rigid shift, which leaves the flux density unchanged. The point $x$ is reached if $x_0=x-uh$ lies in the opening, that is, if $(x-w)/h<u<x/h$. Since $\int_0^a g\,du=\tfrac12\,{\rm erf}(a/\sqrt2\sigma)$,
\begin{equation}
\Phi_f(x)=\int_{(x-w)/h}^{x/h}g\,du
=\frac12\left[{\rm erf}\frac{x}{\sqrt2\,\sigma h}
+{\rm erf}\frac{w-x}{\sqrt2\,\sigma h}\right].
\label{floor}
\end{equation}
Differentiating the integral at its limits, and using $g(-u)=g(u)$, gives
\begin{equation}
\frac{d\Phi_f}{dx}=\frac1h\left[g\!\left(\frac xh\right)-g\!\left(\frac{w-x}h\right)\right],
\end{equation}
which is positive for $x<w/2$ and negative for $x>w/2$. The flux is largest in the middle and smallest at the two corners, where
\begin{equation}
\Phi_c=\frac12\,{\rm erf}\frac{1}{\sqrt2\,\sigma A}.
\label{corner}
\end{equation}
Even for $\sigma A\ll1$ this is one half, not one: the adjoining wall hides every ion that would have to come from its side. The shadow is about $\sigma h$ wide. Since $\Phi_c$ falls as $A$ grows, the final depth is the hardest to clear.

\section{Ion flux on the wall}

An ion with $u>0$ hits the right wall at depth $z$ if it started at $x_0=w-uz$. This start lies in the opening if $0<u<w/z$. A wall strip of height $dz$ collects ions from a width $u\,dz$ of the opening, so each slope carries a weight $u$. With $ug=-\sigma^2\,dg/du$,
\begin{align}
\Phi_w(z)&=\int_0^{w/z}u\,g\,du
=\sigma^2\left[g(0)-g(w/z)\right]\nonumber\\
&=\frac{\sigma}{\sqrt{2\pi}}\left[1-e^{-w^2/(2\sigma^2z^2)}\right].
\label{wall}
\end{align}
This decreases with depth. The most exposed wall is at the top, where the limit $z\to0$ gives
\begin{equation}
\Phi_w=\frac{\sigma}{\sqrt{2\pi}} .
\label{top}
\end{equation}
For any symmetric slope distribution the same limit is $\int_0^\infty ug\,du=\tfrac12\langle|u|\rangle$. As long as $y$ is the same for all ions, the wall responds to the mean absolute slope, whatever the detailed shape of the distribution.

\section{The window}

Putting the worst points (\ref{corner}) and (\ref{top}) into (\ref{local}) and (\ref{loss}) gives the condition sought:
\begin{equation}
\boxed{\;
\frac{D_f}{k_c+k_i\Phi_c}<\frac{t_e}{t_d}<
\frac{D_w}{k_c+y\,k_i\Phi_w}\; }
\label{window}
\end{equation}
Within the model it is necessary and sufficient for the whole floor to clear in every etch step and for the coated wall, including its top edge, to stay covered.

Some $\rho$ satisfies (\ref{window}) only if the left side is smaller than the right. Both denominators are positive, so cross-multiplication keeps the inequality:
\begin{align}
D_f(k_c+yk_i\Phi_w)&<D_w(k_c+k_i\Phi_c),\nonumber\\
k_c(D_f-D_w)&<k_i\left(D_w\Phi_c-yD_f\Phi_w\right).
\label{exist}
\end{align}
Suppose the floor receives more polymer than the wall, $D_f>D_w$. The left side is then positive. If the bracket on the right is positive too, a minimum of ion bombardment is needed:
\begin{equation}
k_i>\frac{k_c(D_f-D_w)}{D_w\Phi_c-yD_f\Phi_w}.
\label{kmin}
\end{equation}
If the bracket is zero or negative, no ion flux opens the window.

In the opposite limit of purely ion-driven removal, $k_c\to0$, with a narrow ion beam, $\sigma A\ll1$, the upper edge divided by the lower edge is
\begin{equation}
\frac{D_w\Phi_c}{yD_f\Phi_w}\to\frac{D_w}{yD_f}\,\frac{1}{\sigma}\sqrt{\frac{\pi}{2}} .
\end{equation}
A narrow beam then gives a wide window. Chemical removal spoils this advantage, because it attacks the wall at full strength.

\section{Worked example}

Take a trench with $w=2.0\ \mu$m and $h=10.0\ \mu$m, so $A=5.0$, and steps $t_d=3.0$ s and $t_e=5.0$ s. The rates are $D_f=4.0$, $D_w=3.0$, $k_c=1.2$ and $k_i=10.0$ nm/s, with $y=1.0$. Bare silicon etches at 100 nm/s. The plasma has $kT_i=0.2$ eV, $kT_e=3.0$ eV and $V_s=100$ V.

The slope spread is $\sigma=\sqrt{0.2/203}=0.0314$. Equations (\ref{corner}) and (\ref{top}) give $\Phi_c=0.500$ and $\Phi_w=0.0125$; in mid-floor $\Phi_f=0.999$. The removal rates are
\begin{align}
L_{\rm corner}&=1.2+10.0\times0.500=6.20\ {\rm nm/s},\nonumber\\
L_w&=1.2+10.0\times0.0125=1.325\ {\rm nm/s},
\end{align}
and 11.19 nm/s in mid-floor. The window is
\begin{equation}
\frac{4.0}{6.20}=0.645<\rho<\frac{3.0}{1.325}=2.264 .
\end{equation}
At $t_d=3.0$ s this means $1.94\ {\rm s}<t_e<6.79\ {\rm s}$. The chosen $\rho=5.0/3.0=1.667$ lies inside.

Each deposition puts 12.0 nm on the floor. By (\ref{clear}) the middle clears after $12.0/11.19=1.07$ s and the corner after $12.0/6.20=1.94$ s. The remaining time etches $100\times(5.0-1.07)=393$ nm of silicon in the middle and 306 nm at the corner. The floor would therefore become rounded, a change of shape that the model does not follow.

The wall receives 9.0 nm and loses at most $1.325\times5.0=6.63$ nm, a net gain of 2.37 nm per cycle. Of its loss rate, 1.2 nm/s is chemical. Removing all ions from the wall would raise the upper edge only to $D_w/k_c=2.5$, so a lower $k_c$ offers more room than a narrower ion beam.

With $D_f>D_w$, condition (\ref{kmin}) applies and requires $k_i>0.83$ nm/s. The example exceeds this about twelvefold.

Survival has a price. Reaching 10 $\mu$m takes 26 cycles at the mid-floor rate, during which the film at the top grows to $26\times2.37\approx62$ nm by (\ref{grow}). Two such films narrow the opening by 6.2\% of its width. The film matters more for the corner, because 62 nm is not negligible against the shadow width $\sigma h=314$ nm. Tapering to zero at the floor, it also hides slopes up to $62/10^4=0.0062$, which lowers $\Phi_c$ to about 0.42, raises the lower edge of the window to about 0.74 and delays the clearing of the corner to about 2.2 s. The chosen $\rho$ is still inside. A longer etch step at fixed $t_d$ reduces this growth and removes more silicon per cycle, but it brings the wall closer to its limit.

\section{Limits at fixed step times}

Hold $\rho$ and the rates fixed and let the ion beam broaden. The wall survives while $k_c+yk_i\sigma/\sqrt{2\pi}<D_w/\rho$, or
\begin{equation}
\sigma<\sqrt{2\pi}\,\frac{D_w/\rho-k_c}{y\,k_i}
=\sqrt{2\pi}\,\frac{1.8-1.2}{10.0}=0.150 ,
\end{equation}
nearly five times the actual spread. Since $y$ and $\sigma$ enter the wall loss as a product, $y$ could instead rise by the same factor.

Now let the trench deepen. The corner clears while $k_c+k_i\Phi_c>D_f/\rho$. For $0<D_f/\rho-k_c<k_i/2$, solving (\ref{corner}) for $A$ gives
\begin{equation}
A<\frac{1}{\sqrt2\,\sigma\;{\rm erf}^{-1}\!\left[2(D_f/\rho-k_c)/k_i\right]} .
\end{equation}
Here $D_f/\rho=2.4$ nm/s, the argument of the inverse error function is 0.24, and the limit is $A\approx104$. It counts ion shadowing by walls of negligible film thickness, with neutral fluxes still uniform, and both assumptions fail much earlier. At 2.37 nm per cycle the two films would close the opening after about 420 cycles, at $A$ no larger than 83, and their shadow would stop the corner from clearing near $A\approx30$.

\section{Depletion of the polymer precursor}

Let each precursor molecule stick with probability $s$ and otherwise leave in a diffuse (cosine) direction. Divide walls and floor into strips. The flux $I_i$ on strip $i$, relative to the flux through the opening, obeys
\begin{equation}
I_i=F_{i0}+(1-s)\sum_jF_{ij}I_j ,
\end{equation}
where $F_{ij}$ is the view factor from strip $i$ to strip $j$ and $0$ denotes the opening. These linear equations were solved numerically with $s=0.01$ on all surfaces.

At $A=5.0$ the lowest wall flux is 0.85. The deposit there is $0.85\times9.0$ nm, and the net gain falls from 2.37 to 1.02 nm per cycle, assuming that fluorine and ions still remove the full 6.63 nm. The film survives as long as the relative flux exceeds $6.63/9.0\approx0.74$. At this aspect ratio that allows sticking up to about 0.02. With $s=0.01$ it allows $A$ up to about 8. With fluorine at full strength everywhere, the lower wall thus fails long before ion shadowing keeps the floor from clearing. In a real trench fluorine is depleted too, which weakens the attack on the lower wall and raises this limit.

\section{Other neglected effects}

\textbf{Fluorine loss.} Fluorine consumed in the trench weakens the chemical removal of polymer. It also slows the etching of silicon, so a real trench would need more than the 26 cycles found above. If none reached the corner, ions alone would clear it in $12.0/5.0=2.40$ s, still within the step.

\textbf{Ion reflection.} Suppose the walls reflect ions like mirrors. Unfold the trench into side-by-side images. The images of a floor point $x$ lie at $2nw+x$ and $2nw-x$ with integer $n$, and each accepts a range of slopes of width $w/h$. The ranges of the first set, $(2nw+x-w)/h<u<(2nw+x)/h$, leave gaps of equal width, and the ranges of the second set fill exactly these gaps once $u$ is replaced by $-u$. Since $g(-u)=g(u)$, the total is $\int_{-\infty}^{\infty}g\,du=1$. The flux is thus 1 everywhere on the floor and the corner clears in 1.07 s. By the same symmetry the images of a wall point collect $\int_0^\infty ug\,du$, which is (\ref{top}) at every depth. If each bounce removes as much polymer as a first impact, the upper edge of the window is unchanged and the lower edge drops.

\textbf{Gas exchange.} At 30 mTorr and 300 K, a 30 L chamber fed with 300 sccm has a residence time $\tau=pV/Q=0.22$ s, with $Q$ the flow in pressure times volume per time. Let the precursor fraction $c$ obey $\tau\,dc/dt=c_{\rm in}-c$, where $c_{\rm in}$ is 1 during deposition and 0 during etching. Over a periodic cycle the left side integrates to zero, so $\int c\,dt=t_d$. If growth scales with $c$ and chemical removal with $1-c$, the net gain of a wall that is never bare is unchanged. Stepping the film thickness through time with this lag, and with the ion bias switched at once, changes the corner clearing time by less than 0.02 s.

\textbf{Sheath collisions.} For a plasma density of $10^{17}$ m$^{-3}$ at the sheath edge, the Debye length $\lambda_D$ and the Child law give a sheath thickness $(\sqrt2/3)\lambda_D(2eV_s/kT_e)^{3/4}=0.45$ mm. With a rough collision cross section of $5\times10^{-19}$ m$^2$ the ion mean free path is 2.07 mm, so $1-e^{-0.45/2.07}\approx19\%$ of the ions collide in the sheath. This is a low estimate, because the Child law leaves out the electrons in the sheath and so makes it too thin. The slopes of ions that have collided are not Gaussian. By the remark after (\ref{top}), the wall still survives if $\tfrac12\langle|u|\rangle$ stays below 0.06, against 0.0125 without collisions.

\section{Relation to real processes}

The example is set in the regime of deep silicon etching with alternating C$_4$F$_8$ and SF$_6$ plasmas: steps of a few seconds, pressures of tens of mTorr, polymer growth of a few nm/s and silicon etching of several $\mu$m/min. These are rough typical values. The 393 nm removed per cycle is large, and smoother walls call for shorter steps. Precursor depletion can matter much more than ion shadowing: if fluorine is not depleted as well, it moves the aspect-ratio limit from about 104 (roughly 30 once the growing wall film is counted) to about 8. The last figure also rests on an assumed sticking probability and on step times held fixed throughout the etch. Adjusting times or bias as the trench deepens changes the limit. Meeting (\ref{local}) with the local rates of every cycle is then sufficient, though a wall with film left from earlier cycles can lose some of it and still stay covered. Charging of the insulating film, which can deflect ions towards a wall, is not covered.

Numbers in the example were calculated in double precision.
